\section*{How uniform trap depths turn Lorentzians into a 1/f band}

\section{A number to explain}

A silicon strip lies between two silicide contacts and under an oxide. In the model below, the oxide holds electron traps down to a depth of 2.5 nm. Let $S_N(\nu)$ be the spectrum of the number of trapped electrons. The product $\nu S_N(\nu)$ stays within 5\% of 22.1 from $4.1\times10^{-3}$ Hz to $1.25\times10^{8}$ Hz, a range of 10.5 decades. Yet no single trap has a $1/\nu$ spectrum: each gives a plateau followed by a $1/\nu^2$ fall. How do 2.5 nm of oxide produce ten decades of a law that none of the traps obeys?

\section{One trap}

Let $n(t)$ be 0 for an empty trap and 1 for a filled one. An empty trap captures an electron at rate $c$, and a filled trap emits it at rate $e$. The probability $p$ of being filled obeys
\begin{equation}
\frac{dp}{dt}=c(1-p)-ep=c-(c+e)p .
\end{equation}
Setting $dp/dt=0$ gives the stationary occupancy $f$, and the coefficient of $p$ gives the relaxation time $\tau$:
\begin{equation}
f=\frac{c}{c+e},\qquad \tau=\frac{1}{c+e}.
\end{equation}
If the trap is filled at time 0, then $p(t)=f+(1-f)e^{-t/\tau}$. The product $n(t)n(0)$ is nonzero only if the trap was filled at time 0, which has probability $f$. The covariance for $t>0$ is therefore
\begin{equation}
C(t)=f\left[f+(1-f)e^{-t/\tau}\right]-f^2=f(1-f)e^{-t/\tau}.
\end{equation}
Spectra here are one-sided: their integral over $0<\nu<\infty$ is the variance. With $\omega=2\pi\nu$ this convention reads $S(\nu)=4\int_0^\infty C(t)\cos\omega t\,dt$. Since
\begin{equation}
\int_0^\infty e^{-t/\tau}\cos\omega t\,dt=\mathrm{Re}\,\frac{1}{1/\tau-i\omega}=\frac{\tau}{1+\omega^2\tau^2},
\end{equation}
one trap gives the Lorentzian
\begin{equation}
S(\nu)=4f(1-f)\frac{\tau}{1+\omega^2\tau^2}. \label{lor}
\end{equation}

\emph{Limits.} For $\omega\tau\ll1$ the spectrum is flat; for $\omega\tau\gg1$ it falls as $1/\omega^2$. Its integral is $f(1-f)$, the variance of a quantity that is 0 or 1. As a test, a random telegraph signal was simulated with $c=2$ and $e=1$ per second. Its periodogram, averaged from 0.4 to 0.6 Hz, was 0.997 times the prediction of (\ref{lor}), which confirms the factor 4.

\section{Two traps, then many}

For $N_t=n_1+n_2$ the covariance contains $C_1$, $C_2$ and two cross terms. If the traps are independent, $\langle n_1(t)n_2(0)\rangle=f_1f_2$. Subtracting the product of the means removes the cross terms, and the spectra add. The same holds for any number of independent traps.

Independence matters. Take two traps with $(c,e)=(2,1)$ and $(0.5,0.7)$ per second, and let a filled trap reduce the capture rate of the other tenfold, as Coulomb repulsion might. At $\omega=1$ per second the joint spectrum is then 0.425 times the sum of the two separate Lorentzians. What follows applies to traps far enough apart for such blocking to be negligible.

\section{Rates set by tunnelling}

Suppose that a trap at energy $E$, measured from the Fermi level, exchanges electrons elastically with the silicon. Capture needs a filled silicon state at that energy and emission an empty one. The silicon is therefore taken to be degenerate, with its Fermi level several $kT$ inside the conduction band, so that such states exist throughout the energy range that matters. With one tunnelling rate $\Gamma$ for both directions, and spin degeneracy ignored,
\begin{equation}
c=\Gamma f,\qquad e=\Gamma(1-f),\qquad f=\frac{1}{1+e^{E/kT}} .
\end{equation}
Adding the two gives $c+e=\Gamma$, so $\tau=1/\Gamma$ does not depend on the occupancy.

The depth enters through $\Gamma$. Below a barrier of height $\Phi$ the wave function decays as $e^{-\kappa x}$ with $\hbar^2\kappa^2/2m=\Phi$. The rate follows the squared amplitude, $e^{-2\kappa x}$. Hence
\begin{equation}
\tau(x)=\tau_0e^{x/\lambda},\qquad \lambda=\frac{1}{2\kappa}=\frac{\hbar}{2\sqrt{2m\Phi}} . \label{tau}
\end{equation}
For $\Phi=3.1$ eV and a tunnelling mass of 0.42 electron masses, $\lambda=0.0855$ nm. The width of a trap level computed on a lattice at depths of 1.0 and 1.5 nm decays with the same length to within 0.2\%, the tolerance of that test.

This exponential answers half of the opening question. A depth of 2.5 nm is $29.2\lambda$. With $\tau_0=10^{-10}$ s, the times run up to $10^{-10}\,e^{29.23}\ \mathrm{s}\approx 494$ s. A factor of ten in time costs $\lambda\ln10\approx0.2$ nm of oxide.

\section{Summing over energy and depth}

Let $D$ be the number of traps per volume and energy, constant for $0<x<d$ and over many $kT$ around the Fermi level. The area is $A$. The energy sum uses $df/dE=-f(1-f)/kT$:
\begin{equation}
\int_{-\infty}^{\infty} f(1-f)\,dE=-kT\int_1^0df=kT .
\end{equation}
Traps far below or above the Fermi level stay filled or empty and make almost no noise; the active ones lie within a few $kT$ of it. Since $f(1-f)$ is at most 1/4, the integral equals that of a window $4kT$ wide in which every trap has this largest variance. Because $\tau$ does not depend on $E$ here, the depth sum separates:
\begin{equation}
S_N=4ADkT\int_0^d\frac{\tau(x)}{1+\omega^2\tau(x)^2}\,dx .
\end{equation}
Differentiating (\ref{tau}) gives $d\tau=\tau\,dx/\lambda$, so $dx=\lambda\,d\tau/\tau$. Equal depth intervals hold equal numbers of traps, hence the density of times is proportional to $1/\tau$. This factor cancels the $\tau$ in the numerator. With $\tau_1=\tau_0$ and $\tau_2=\tau_0e^{d/\lambda}$,
\begin{align}
S_N&=4ADkT\lambda\int_{\tau_1}^{\tau_2}\frac{d\tau}{1+\omega^2\tau^2}\nonumber\\
&=\frac{4M}{\omega}\left[\arctan\omega\tau_2-\arctan\omega\tau_1\right],\qquad M=ADkT\lambda . \label{main}
\end{align}
If $1/\tau_2\ll\omega\ll1/\tau_1$, the bracket tends to $\pi/2$, and
\begin{equation}
S_N\simeq\frac{4M}{2\pi\nu}\,\frac{\pi}{2}=\frac{M}{\nu}. \label{law}
\end{equation}
The constant $M$ is the number of traps in one attenuation length and one $kT$.

\emph{Limit of low frequency.} For $\omega\tau_2\ll1$ each arctangent equals its argument, and $S_N\to4M(\tau_2-\tau_1)$, a plateau.

\emph{Limit of high frequency.} For $\omega\tau_1\gg1$, $\arctan z\simeq\pi/2-1/z$. The constants cancel, leaving $S_N\to(4M/\omega^2)(1/\tau_1-1/\tau_2)$.

\emph{Total power.} Each trap contributes $f(1-f)$, so
\begin{equation}
\int_0^\infty S_N\,d\nu=ADkTd=M\frac{d}{\lambda}.
\end{equation}
The logarithmic divergence of a $1/\nu$ law extended to all frequencies does not arise, because the shallowest and deepest traps end the band.

\section{Where the band ends}

For positive $z$, $\arctan z=\pi/2-\arctan(1/z)$. Dividing (\ref{main}) by (\ref{law}) then gives
\begin{equation}
\frac{\nu S_N}{M}=1-\frac{2}{\pi}\left[\arctan\frac{1}{\omega\tau_2}+\arctan\omega\tau_1\right].
\end{equation}
Near the lower edge the last term is negligible. A deficit of 5\% requires $1/(\omega\tau_2)=\tan(0.05\pi/2)=0.0787$, or $\omega=12.7/\tau_2$. The upper edge is likewise $\omega=0.0787/\tau_1$. The times span $29.23/\ln10=12.7$ decades, and the two edges together cost $2\log_{10}12.7=2.2$ of them. This leaves the 10.5 decades of the opening.

The local exponent is $\gamma=-d\ln S_N/d\ln\omega$. Writing $\Delta$ for the bracket in (\ref{main}), $\ln S_N=\ln 4M-\ln\omega+\ln\Delta$, and so
\begin{equation}
\gamma=1-\frac{1}{\Delta}\left[\frac{\omega\tau_2}{1+\omega^2\tau_2^2}-\frac{\omega\tau_1}{1+\omega^2\tau_1^2}\right].
\end{equation}
At $\omega=1/\sqrt{\tau_1\tau_2}$ the product of $\omega\tau_1$ and $\omega\tau_2$ is 1. The function $z/(1+z^2)$ is unchanged by $z\to1/z$, so the two terms cancel and $\gamma=1$.

Explicit sums of Lorentzians over a grid of energies and depths, for the example below, give:
\begin{center}
\begin{tabular}{ccc}
$\nu$ (Hz) & $\nu S_N/M$ & $\gamma$\\
\hline
$10^{-5}$ & 0.020 & 0.001\\
$10^{-3}$ & 0.802 & 0.768\\
$1$ & 1.000 & 1.000\\
$10^{6}$ & 1.000 & 1.000\\
$10^{9}$ & 0.643 & 1.446\\
$10^{10}$ & 0.100 & 1.984
\end{tabular}
\end{center}
These sums agree with (\ref{main}) to within one part in a thousand. The first row is the plateau of the slowest traps, and the last is the tail of the fastest.

\section{The same sum seen in depth}

Define $x^*$ as the depth at which $\omega\tau=1$, so $x^*=-\lambda\ln(\omega\tau_0)$. Put $u=(x-x^*)/\lambda$. Then $\omega\tau=e^u$, and
\begin{equation}
\frac{\omega\tau}{1+\omega^2\tau^2}=\frac{e^u}{1+e^{2u}}=\frac{1}{2\cosh u}. \label{sech}
\end{equation}
A given frequency thus reads a slice of oxide centred on $x^*$. The slice falls to half its maximum at $\cosh u=2$, so its full width is $2\lambda\,\mathrm{arccosh}\,2=0.225$ nm. At 1 Hz it is centred at 1.81 nm, and at 1 kHz at 1.22 nm.

Lowering the frequency moves the slice deeper without changing its shape. In a uniform oxide it finds the same number of traps everywhere, so $\omega S_N$ stays constant until the slice meets an end of the trap layer. This is the role of uniformity.

\section{What if the depths are not uniform?}

Let the density vary as $De^{\eta x}$ and set $a=\eta\lambda$. Since $x=x^*+\lambda u$, the density is $De^{\eta x^*}e^{au}$. Far from the ends the limits on $u$ may be taken infinite, and the integral needed is
\begin{equation}
J=\int_{-\infty}^{\infty}\frac{e^{au}}{2\cosh u}\,du,\qquad |a|<1 .
\end{equation}
Integrate around the rectangle between the real axis and the line $\mathrm{Im}\,u=\pi$. On the upper side $\cosh u$ changes sign and the numerator gains $e^{i\pi a}$; with the reversed direction, that side contributes $+e^{i\pi a}J$. The vertical sides vanish for $|a|<1$. The enclosed pole at $u=i\pi/2$, where $\cosh u\simeq i(u-i\pi/2)$, has residue $e^{i\pi a/2}/2i$. Thus
\begin{equation}
J\left(1+e^{i\pi a}\right)=\pi e^{i\pi a/2}\quad\Rightarrow\quad J=\frac{\pi}{2\cos(\pi a/2)} .
\end{equation}
Using $e^{\eta x^*}=(\omega\tau_0)^{-a}$,
\begin{equation}
S_N=\frac{4M}{\omega}e^{\eta x^*}J=\frac{M}{\nu}\,\frac{(\omega\tau_0)^{-\eta\lambda}}{\cos(\pi\eta\lambda/2)} .
\end{equation}
The exponent becomes $1+\eta\lambda$. A density that rises with depth favours slow traps and steepens the spectrum. For $\eta\lambda=0.2$ the explicit sum gives 1.200 at 1 kHz. The limit $\eta\to0$ restores (\ref{law}).

Uniform depth must not be confused with uniform $\tau$. For a constant density of times,
\begin{equation}
S\propto\int_{\tau_1}^{\tau_2}\frac{\tau\,d\tau}{1+\omega^2\tau^2}=\frac{1}{2\omega^2}\ln\frac{1+\omega^2\tau_2^2}{1+\omega^2\tau_1^2},
\end{equation}
which inside the band is $1/\omega^2$ times a slowly varying logarithm. Its exponent at 1 kHz is 1.93, although the range of times is the same.

\section{How many traps make a smooth law?}

Equation (\ref{main}) is a mean over random trap positions. For independently placed traps the count in each small cell of depth and energy is Poisson distributed, with variance equal to its mean. If one trap contributes $s$, the mean spectrum is $\int AD\,s\,dE\,dx$ and its variance between samples is $\int AD\,s^2\,dE\,dx$. From (\ref{lor}) and (\ref{sech}), $s=(2/\omega)f(1-f)/\cosh u$. The two integrals needed are
\begin{equation}
\int[f(1-f)]^2dE=kT\int_0^1f(1-f)\,df=\frac{kT}{6},\qquad \int_{-\infty}^{\infty}\frac{du}{\cosh^2u}=2 .
\end{equation}
The variance is $(4/\omega^2)AD(kT/6)(2\lambda)=4M/3\omega^2$, and the mean is $2\pi M/\omega$. The relative spread between samples is
\begin{equation}
\frac{\sqrt{4M/3}}{2\pi M}=\frac{1}{\sqrt{3\pi^2M}} . \label{spread}
\end{equation}
For large $M$ each sample follows the mean closely. For $M\ll1$ the Lorentzians of single traps stand apart. If the traps in a window $4kT$ wide are counted as active, their mean number in the whole layer is $4Md/\lambda$, so a small enough sample may show none at all. The $1/\nu$ law then survives only as an average over many samples.

\section{The silicide-contacted strip}

The strip is 100 $\mu$m wide and 1 $\mu$m long, so $A=10^{-6}$ cm$^2$. At 300 K, $kT=0.02585$ eV. With $D=10^{17}$ cm$^{-3}$eV$^{-1}$ and $\lambda=0.08553\times10^{-7}$ cm,
\begin{equation}
M=10^{-6}\times10^{17}\times0.02585\times0.08553\times10^{-7}=22.1 .
\end{equation}
The total variance is $22.1\times29.23=646$.

To reach the current, assume that each trapped electron removes one carrier from the strip and leaves the mobility unchanged. At fixed voltage and to first order, $\delta I/I=-\delta N_t/N$. The sign disappears on squaring:
\begin{equation}
\frac{S_I}{I^2}=\frac{S_N}{N^2}\simeq\frac{M}{N^2\nu}.
\end{equation}
A sheet density of $10^{13}$ cm$^{-2}$ gives $N=10^7$, hence $S_I/I^2=2.2\times10^{-13}$ Hz$^{-1}$ at 1 Hz. Between 1 Hz and 1 kHz the rms trapped number is $\sqrt{M\ln1000}=12.4$ electrons, and the rms relative current is $1.2\times10^{-6}$.

Thermal noise hides much of the band. With a mobility of 100 cm$^2$/Vs the strip resistance is $R=62.4\ \Omega$. At 1 mA the relative thermal noise is $4kT/(RI^2)=2.65\times10^{-16}$ Hz$^{-1}$, with $kT$ in joules. The two spectra cross at about 830 Hz. Above this the trap noise continues as $1/\nu$ but lies below the thermal floor. At fixed $R$ and $T$ the crossing moves as $I^2$.

Shrink the strip to 1 $\mu$m by 0.1 $\mu$m, with all densities fixed. Then $M=0.022$, and (\ref{spread}) gives a spread of 1.24, larger than the mean itself. Random placement of traps in 6000 such strips gave 1.23. For the large strip the formula gives 0.039, and 600 random strips gave 0.041, a difference within about two sampling errors.

\section{How far can the model be trusted?}

The parameters are rough typical values for doped silicon under a silicon oxide; trap densities differ widely with processing, and $M$ scales with them. The example also assumes degenerate silicon. If its $10^{13}$ electrons per cm$^2$ are spread over 10 nm, their density is only $10^{19}$ cm$^{-3}$, and the Fermi level lies near the band edge. Traps with energies below that edge then find no band states for elastic exchange. From the edge $E_c$ upwards the energy integral is only $kT\,f(E_c)$, here about $0.29\,kT$ for a conduction-band effective density of states of $2.8\times10^{19}$ cm$^{-3}$, so $M$ and the trap noise given for the strip are too high by a factor of about 3.5. The crossing with the thermal noise then falls to about 240 Hz, and the relative spread between the small strips rises to about 1.9. The assumption least safe in real oxides is elastic capture. Capture by many oxide defects involves lattice relaxation and is thermally activated. Let an activation energy $E_a$, spread evenly from 0 to 0.5 eV and independent of depth, multiply $\tau$ by $e^{E_a/kT}$. The active slice then moves towards the silicon by $\lambda E_a/kT$. At 1 kHz it reaches the surface when $E_a=kT\,x^*/\lambda=0.37$ eV. About $0.37/0.5=74\%$ of the traps still contribute, and the sum gives a noise factor of 0.738. At 1 Hz the factor is 0.995. Activation therefore leaves the $1/\nu$ law intact at frequencies where the slice stays inside the layer for every activation energy present, but it lowers the upper end of the band greatly: the 5\% edge falls from $1.25\times10^{8}$ Hz to about 12 Hz. Above this edge the spectrum steepens only slowly, with an exponent of 1.07 at 1 kHz. The lower 5\% edge moves down only to about $2\times10^{-4}$ Hz, so for this layer and this range of $E_a$ the band shrinks to about 4.8 decades. This is no general rule: $\ln\tau$ is the sum of $x/\lambda$ and $E_a/kT$, and an even spread of either term can give the law. A layer only 0.3 nm deep with $E_a$ spread from 0 to 0.8 eV keeps $\nu S_N$ within 5\% of its plateau over more than ten decades. A wide $1/\nu$ band therefore does not prove elastic tunnelling, and a measured time need not reveal a trap's depth.

The amplitude is less secure. A filled trap that is charged also scatters carriers. Let a trapped sheet density $n_t$ add $\alpha q n_t$ to the inverse mobility $1/\mu$. One more electron changes $n_t$ by $1/A$ and $\ln\mu$ by $-\alpha q\mu/A$. With sheet carrier density $n_s=N/A$, the total relative change of current is $-(1+\alpha q\mu n_s)/N$. The noise is multiplied by $(1+\alpha q\mu n_s)^2$: 1.35 for $\alpha=10^3$ V\,s/C and 6.8 for $10^4$ V\,s/C, taken as a rough range. For traps that become neutral on filling, the scattering term changes sign.

Smaller corrections, each taken alone, are:
\begin{itemize}
\item Let current enter each contact through a contact resistivity $\rho_c=10^{-7}\ \Omega\,$cm$^2$. For a silicide barrier of 0.6 eV this requires silicon doped to about $10^{20}$ cm$^{-3}$ under the contact; at $10^{19}$ cm$^{-3}$ the contacts would have more resistance than the strip, and the correction would not be small. If the strip's sheet resistance $R_s=6242\ \Omega$ is kept there for simplicity, the voltage under the contact obeys $V''=R_sV/\rho_c$ and decays over the length $\ell=\sqrt{\rho_c/R_s}=40$ nm. For a width $W=100\ \mu$m each contact, if much longer than $\ell$, therefore adds $R_s\ell/W=2.5\ \Omega$. If the two contacts are quiet, they dilute the relative fluctuation by $R/(R+5.0\ \Omega)$ and the noise by 0.857.
\item If the silicon screens charge right at its surface, a conductor above 100 nm of oxide takes a fraction $x/(100\ \mathrm{nm})$ of the image charge, giving a noise factor of 0.964 at 1 Hz.
\item An oxide field of 1 MV/cm that lowers the barrier with depth raises the noise at 1 Hz by 3\%, because the local attenuation length grows.
\item The energy dependence of the barrier changes the noise at 1 Hz by less than 0.1\% in degenerate silicon, where traps above and below the Fermi level offset each other; if only traps above the band edge are active, the change is still under 1\%.
\end{itemize}

One geometry needs a different calculation: a thin insulating layer directly between metal and silicon. Traps there exchange electrons with both sides, and the rates add. For thickness $L$ and equal prefactors,
\begin{equation}
\frac1\tau=\frac{1}{\tau_0}\left[e^{-x/\lambda}+e^{-(L-x)/\lambda}\right].
\end{equation}
The product of the two exponentials is fixed, so their sum is smallest when they are equal, at $x=L/2$. The slowest time is $(\tau_0/2)e^{L/2\lambda}$. For $L=2$ nm this is $6.0\times10^{-6}$ s, and the lowest corner frequency is 27 kHz. Below it, elastic tunnelling gives a plateau. Low-frequency $1/\nu$ noise from such a layer would need slower capture, such as the activated kind, or another source. The numerical output below lists the values used.

\section*{Table of computed values}
\begin{verbatim}
temperature 300 K, kT = 0.02585 eV
barrier 3.1 eV, tunnelling mass 0.42 m_e, tau0 = 1.0e-10 s
trap density 1.0e+17 cm^-3 eV^-1 to depth 2.5 nm
strip 100 um x 1 um, area 1.0e-06 cm2
sheet density 1.0e+13 cm^-2, mobility 100 cm2/Vs
telegraph simulation / Lorentzian = 0.997
blocked pair / sum of two Lorentzians = 0.425
attenuation length = 0.08553 nm (lattice 0.08554 nm)
depth range d/lambda = 29.23
longest time tau2 = 494.3 s
corner frequencies = 3.220e-04 Hz and 1.592e+09 Hz
5 percent band = 4.091e-03 Hz to 1.253e+08 Hz
width of that band = 10.49 decades
M = 22.112 (electrons squared)
total variance = 646.3, integrated spectrum = 646.3
frequency Hz | S_N 1/Hz | S_N*nu/M | local exponent
  1e-05 | 4.3705e+04 | 0.01977 | 0.0006
  1e-03 | 1.7727e+04 | 0.80170 | 0.7683
  1e+00 | 2.2107e+01 | 0.99980 | 0.9998
  1e+03 | 2.2112e-02 | 1.00000 | 1.0000
  1e+06 | 2.2103e-05 | 0.99960 | 1.0004
  1e+09 | 1.4215e-08 | 0.64287 | 1.4461
  1e+10 | 2.2217e-10 | 0.10048 | 1.9835
slice centre at 1 Hz = 1.812 nm, at 1 kHz = 1.221 nm
slice full width at half maximum = 0.225 nm
exponent for eta*lambda = 0.2: 1.2000 at 1 kHz
exponent for uniform tau: 1.933 at 1 kHz
carriers N = 1.00e+07
relative current noise S_I/I^2 at 1 Hz = 2.211e-13 1/Hz
rms trapped number, 1 Hz to 1 kHz = 12.36 electrons
rms relative current, same band = 1.236e-06
sheet resistance 6242 ohm/sq, strip resistance 62.42 ohm
current 1 mA, strip voltage 62.4 mV
relative thermal noise = 2.654e-16 1/Hz, crossing at 833 Hz
spread, large strip: formula 0.0391, sampled 0.0411
spread, 1e-09 cm2 strip: formula 1.236, sampled 1.230
M of the small strip = 0.0221
noise factor, energy-dependent barrier, 1 Hz = 0.9999
noise factor, oxide field 1 MV/cm, 1 Hz = 1.0307
noise factor, activation 0-0.5 eV: 1 Hz 0.995, 1 kHz 0.738
noise factor, mobility term, 1e3 V s/C = 1.35
noise factor, mobility term, 1e4 V s/C = 6.77
contact resistivity 1e-07 ohm cm2, each contact 2.50 ohm
noise factor, two quiet contacts = 0.857
noise factor, conductor above 100 nm oxide, 1 Hz = 0.964
2 nm layer under metal: slowest time 5.98e-06 s
lowest corner of that layer = 2.66e+04 Hz
\end{verbatim}
